\section*{Average interaction of two induced dipoles in a rapidly rotating field}

\section{The problem}

Two identical dielectric spheres of radius $a$ are suspended in a liquid of real permittivity $\varepsilon_m$ (the vacuum value included). The vector from sphere 2 to sphere 1 is $\mathbf r=r\,\mathbf u$, with $|\mathbf u|=1$. An applied field of constant magnitude rotates in the plane normal to the unit vector $\mathbf n=\hat{\mathbf z}$:
\begin{equation}
\mathbf E(t)=E_0(\cos\omega t,\ \sin\omega t,\ 0).
\end{equation}
Let $\theta$ be the angle between $\mathbf u$ and $\mathbf n$. The rotation is so fast that the spheres hardly move during one turn. Find the interaction energy averaged over a turn, to leading order in $(a/r)^3$, and compare it with the energy $U_\parallel$ of the same pair in a field along $\mathbf n$.

The comparison needs a convention. The field along $\mathbf n$ is to have the same rms value $E_0$ and the same frequency, so it is $\sqrt2\,E_0\cos\omega t\,\hat{\mathbf z}$. If the polarizability does not depend on frequency, a static field $E_0\hat{\mathbf z}$ gives the same average, and $U_\parallel$ is then literally the static interaction. The applied field is uniform, the response is linear, and the wavelength is much longer than $r$.

\section{A tempting solution}

The force on sphere 1 is $\mathbf F_1=(\mathbf p_1\cdot\nabla)\mathbf E_2$, where $\mathbf E_2$ is the field of the dipole $\mathbf p_2$. The uniform applied field exerts no net force. Since the spheres are slow, each responds to the average of what its neighbour does. The dipole $\mathbf p_2$ follows the rotating field and points equally long in every direction of the plane, so
\begin{equation}
\langle\mathbf p_2\rangle=0\quad\Rightarrow\quad\langle\mathbf E_2\rangle=0\quad\Rightarrow\quad\langle\mathbf F_1\rangle=0 .
\end{equation}
On this argument a rapidly rotating field switches the interaction off.

\section{Where it fails}

The first two statements are correct; the last does not follow. The position $\mathbf r$ is slow and may be held fixed during a turn, but $\mathbf p_1$ is as fast as $\mathbf p_2$. The force contains the product of the two dipoles, and what must be averaged is $\langle p_{1i}p_{2j}\rangle$, not $\langle p_{1i}\rangle\langle p_{2j}\rangle$. Both dipoles are driven by the same field and turn together. When $\mathbf p_2$ reverses, so does $\mathbf p_1$, and the force keeps its sign.

The argument would hold for uncorrelated dipoles, for instance if the two turned at different frequencies and the average ran over many beats. Here the correlation carries the whole effect.

\section{The right solution}

\subsection{The induced dipole}

Use the time factor $e^{-i\omega t}$. In a medium of conductivity $\sigma$ the conduction and displacement currents add up to
\begin{equation}
\sigma\mathbf E-i\omega\varepsilon\mathbf E=-i\omega\,\varepsilon^*\mathbf E,\qquad \varepsilon^*=\varepsilon+\frac{i\sigma}{\omega}.
\end{equation}
Charge conservation makes the normal component of $\varepsilon^*\mathbf E$ continuous at the surface. For one sphere in a uniform field $E$, with $s$ the distance from its centre and $\vartheta$ the angle from the field, take
\begin{equation}
\phi_{\rm in}=-As\cos\vartheta,\qquad
\phi_{\rm out}=\left(-Es+\frac{B}{s^2}\right)\cos\vartheta .
\end{equation}
Continuity of $\phi$ at $s=a$ gives $A=E-B/a^3$. Continuity of the normal current gives $\varepsilon_p^*A=\varepsilon_m^*(E+2B/a^3)$. Inserting the first into the second,
\begin{align}
\varepsilon_p^*\left(E-\frac{B}{a^3}\right)&=\varepsilon_m^*\left(E+\frac{2B}{a^3}\right),\\
\frac{B}{a^3}\,(\varepsilon_p^*+2\varepsilon_m^*)&=(\varepsilon_p^*-\varepsilon_m^*)E .
\end{align}
Thus $B=Ka^3E$, with
\begin{equation}
K=\frac{\varepsilon_p^*-\varepsilon_m^*}{\varepsilon_p^*+2\varepsilon_m^*}.
\end{equation}
The term $B\cos\vartheta/s^2$ is the potential of a dipole in a medium of permittivity $\varepsilon_m$ if
\begin{equation}
\mathbf p=4\pi\varepsilon_m a^3K\,\mathbf E .
\end{equation}
The real $\varepsilon_m$ belongs here even in a conducting liquid. The force on a sphere follows from the Maxwell stress just outside it, which contains $\varepsilon_m$ and the outside field. That field is the one this dipole would produce in a lossless liquid, so the force is also the same.

Write $K=|K|e^{i\delta_K}$. The rotating field has complex amplitude $E_0(1,i,0)$, and the real part of the dipole is
\begin{equation}
\mathbf p=p_0(\cos\varphi,\sin\varphi,0),\quad \varphi=\omega t-\delta_K,\quad p_0=4\pi\varepsilon_m a^3|K|E_0 .
\end{equation}
It has constant length and lags the field by $\delta_K$.

\subsection{The interaction at one instant}

The field of $\mathbf p_2$ at sphere 1 is $\mathbf E_2=[3(\mathbf p_2\cdot\mathbf u)\mathbf u-\mathbf p_2]/(4\pi\varepsilon_mr^3)$. Because $\nabla\times\mathbf E_2=0$, the force $(\mathbf p_1\cdot\nabla)\mathbf E_2$ equals $\nabla(\mathbf p_1\cdot\mathbf E_2)$ with $\mathbf p_1$ held fixed. It therefore derives from
\begin{equation}
U=-\mathbf p_1\cdot\mathbf E_2=\frac{\mathbf p_1\cdot\mathbf p_2-3(\mathbf p_1\cdot\mathbf u)(\mathbf p_2\cdot\mathbf u)}{4\pi\varepsilon_m r^3}.
\label{eq:U}
\end{equation}
At leading order both dipoles are set by the applied field alone and do not depend on $r$.

One may ask whether induced dipoles need an extra factor $\tfrac12$. For lossless spheres the energy at fixed applied field is $-\tfrac12\sum\mathbf p\cdot\mathbf E$. The neighbour changes $\mathbf p_1$ by $\alpha\mathbf E_2$, where $\alpha=4\pi\varepsilon_ma^3K$, and changes $\mathbf p_2$ by $\alpha\mathbf E_1$, where $\mathbf E_1$ is the field of $\mathbf p_1$ at sphere 2. With $\alpha\mathbf E=\mathbf p_1=\mathbf p_2$ at leading order, the interaction part is
\begin{equation}
-\tfrac12\alpha(\mathbf E_2+\mathbf E_1)\cdot\mathbf E=-\tfrac12(\mathbf p_1\cdot\mathbf E_2+\mathbf p_2\cdot\mathbf E_1)=-\mathbf p_1\cdot\mathbf E_2 .
\end{equation}
The two equal contributions cancel the factor $\tfrac12$, in agreement with (\ref{eq:U}). With losses this energy expression would bring in ${\rm Re}\,K^2$. The force, a product of two actual dipoles with a common lag, contains $|K|^2$ and is the safe definition.

\subsection{The average over a turn}

Set $\mathbf p_1=\mathbf p_2=\mathbf p$. Then $\mathbf p\cdot\mathbf p=p_0^2$ at every instant, and
\begin{align}
\langle(\mathbf p\cdot\mathbf u)^2\rangle
&=p_0^2\left\langle u_x^2\cos^2\varphi+u_y^2\sin^2\varphi+2u_xu_y\sin\varphi\cos\varphi\right\rangle\nonumber\\
&=\tfrac12p_0^2(u_x^2+u_y^2)=\tfrac12p_0^2\sin^2\theta .
\end{align}
With $C=p_0^2/(4\pi\varepsilon_m)$, equation (\ref{eq:U}) averages to
\begin{equation}
U_{\rm rot}=\frac{C}{r^3}\left(1-\tfrac32\sin^2\theta\right)=\frac{C}{2r^3}\,(3\cos^2\theta-1).
\label{eq:rot}
\end{equation}
For the field along $\mathbf n$, $\langle\mathbf p\cdot\mathbf p\rangle=p_0^2$ and $\langle(\mathbf p\cdot\mathbf u)^2\rangle=p_0^2\cos^2\theta$, so
\begin{equation}
U_\parallel=\frac{C}{r^3}(1-3\cos^2\theta),\qquad
\boxed{U_{\rm rot}=-\tfrac12\,U_\parallel} .
\end{equation}

\subsection{Why the factor is $-\tfrac12$}

The geometric factor in (\ref{eq:U}) is a second derivative of the Coulomb potential:
\begin{equation}
\frac{\delta_{ij}-3u_iu_j}{r^3}=-\partial_i\partial_j\frac1r .
\end{equation}
Its trace is $-\nabla^2(1/r)=0$ for $r>0$. Let $U_x,U_y,U_z$ be the energies for dipoles $p_0$ along the three axes; then $U_x+U_y+U_z=0$. In the rotating field $\langle p_x^2\rangle=\langle p_y^2\rangle=p_0^2/2$ and $\langle p_xp_y\rangle=0$, hence
\begin{equation}
U_{\rm rot}=\tfrac12(U_x+U_y)=-\tfrac12U_z .
\end{equation}
The minus sign comes from Laplace's equation, and the $\tfrac12$ from sharing the mean square dipole between two directions.

\subsection{Unequal spheres}

Let the dipoles have magnitudes $p_1,p_2$ and let the second lag the first by $\delta$. Then
\begin{align}
\langle p_{1x}p_{2x}\rangle=\langle p_{1y}p_{2y}\rangle&=\tfrac12p_1p_2\cos\delta,\\
\langle p_{1x}p_{2y}\rangle=-\langle p_{1y}p_{2x}\rangle&=-\tfrac12p_1p_2\sin\delta .
\end{align}
The second line is antisymmetric and drops out against the symmetric tensor $\delta_{ij}-3u_iu_j$. The field along $\mathbf n$ gives $\langle p_{1z}p_{2z}\rangle=p_1p_2\cos\delta$. Both energies gain the same factor $\cos\delta$, with $C=p_1p_2/(4\pi\varepsilon_m)$, and the relation between them survives. At $\delta=90^\circ$ both vanish.

These averages were tested with each dipole built from two opposite point charges $10^{-3}r$ apart, by summing Coulomb energies and forces at 24 instants of a turn for four values of $\theta$ from $0$ to $90^\circ$. For equal lags the largest mismatch was $2.2\times10^{-6}$ of $C/r^3$ in energy and $1.1\times10^{-5}$ of $C/r^4$ in force.

\section{What the pair does}

The components of $-\nabla U_{\rm rot}$ are
\begin{equation}
F_r=\frac{3C(3\cos^2\theta-1)}{2r^4},\qquad
F_\theta=\frac{3C\sin\theta\cos\theta}{r^4},
\end{equation}
and there is no azimuthal component. A pair on the rotation axis repels with $3C/r^4$. A pair in the plane attracts with $3C/(2r^4)$, whatever its azimuth. Between these, $F_\theta$ turns the pair towards the plane. A field along $\mathbf n$ does the opposite and favours chains along $\mathbf n$; the rotating field favours flat clusters normal to $\mathbf n$. The energy changes sign at $\cos^2\theta=1/3$, or $\theta=54.74^\circ$.

A related case is a field of magnitude $E_0$ precessing about $\mathbf n$ at a fixed angle $\psi$. Its constant axial part and its rotating part have no average cross term. If $|K|$ is the same for both parts, their mean squares weight the two energies:
\begin{equation}
U=\left(\cos^2\psi-\tfrac12\sin^2\psi\right)U_\parallel=\tfrac12(3\cos^2\psi-1)\,U_\parallel .
\end{equation}
At $\psi=54.74^\circ$ the leading interaction vanishes for every orientation of the pair.

\subsection{How fast is rapid?}

With $\alpha_u$ the azimuth of $\mathbf u$,
\begin{equation}
(\mathbf p\cdot\mathbf u)^2=\tfrac12p_0^2\sin^2\theta\,[1+\cos2(\varphi-\alpha_u)],
\end{equation}
so the force has a steady part and a part at $2\omega$. In overdamped motion with drag coefficient $\zeta$, an oscillating force of amplitude $F$ shakes a sphere by $F/(2\omega\zeta)$. The departure from the averaged path should fall as $1/\omega$. This was tested on a pair starting at distance $r_0$ with $\cos\theta=0.6$, followed for a fixed time $0.05\,\zeta r_0^5/(2C)$. The largest departure from the path under $-\tfrac12$ of the static force was $0.00252\,r_0$ for 10 turns in that time and $0.000254\,r_0$ for 100 turns.

\section{Numbers for polymer spheres in water}

Take rough values typical of polystyrene spheres in weakly conducting water: $a=0.5\ \mu$m, $r=1.5\ \mu$m, relative permittivities 2.5 and 78, and conductivities 4 mS/m for the sphere and 1 mS/m for the liquid. The sphere's value stands for conduction along its charged surface. The field is $E_0=50$ V/mm at 10 MHz, and the temperature is 298.15 K.

The complex permittivities give $K=-0.472+0.066i$ and $|K|^2=0.227$. Then
\begin{align}
p_0&=4\pi(78)(8.854\times10^{-12})(0.5\times10^{-6})^3\sqrt{0.227}\,(5\times10^4)\nonumber\\
&=2.58\times10^{-23}\ \text{C\,m},\\
\frac{C}{r^3}&=\frac{(2.584\times10^{-23})^2}{4\pi(78)(8.854\times10^{-12})(1.5\times10^{-6})^3}
=2.28\times10^{-20}\ \text{J}.
\end{align}
Division by $kT=4.116\times10^{-21}$ J gives $5.54\,kT$. An axial pair has $U_\parallel=-11.1\,kT$ and $U_{\rm rot}=+5.5\,kT$. An in-plane pair has $U_\parallel=+5.5\,kT$ and $U_{\rm rot}=-2.8\,kT$, or $-1.14\times10^{-20}$ J. The in-plane attraction exceeds thermal energy, but not by much at this distance. At fixed $r/a$ and $K$ it grows as $a^3E_0^2$.

\subsection{A true dc field}

If the effective conductivities keep their values as $\omega\to0$, which real charged spheres in an electrolyte need not do, they decide the limit, and $K\to(4-1)/(4+2)=0.5$. With the same field strength inside the liquid, the rotating energy is then
\begin{equation}
-\frac12\,\frac{0.227}{0.5^2}=-0.454
\end{equation}
times the dc energy. The departure from $-\tfrac12$ reflects two different values of $|K|$, not a failure of the average. Ions collecting at the electrodes would also screen a dc field in water, which makes the ac comparison the practical one.

\subsection{Finite distance}

Each dipole also polarizes the other. For lossless spheres with $x=(a/r)^3$, the neighbour's field adds $2Kx$ times the reduced dipole $P=p/(4\pi\varepsilon_ma^3E_0)$ when the applied field lies along $\mathbf r$, and subtracts $Kx$ times it when the field lies across:
\begin{equation}
P_r=\frac{K}{1-2Kx},\qquad P_t=\frac{K}{1+Kx}.
\end{equation}
The interaction energy $-\tfrac12\sum\mathbf p\cdot\mathbf E$, less its value for isolated spheres, is proportional to $-(P-K)$. This gives $-2K^2x/(1-2Kx)$ along and $K^2x/(1+Kx)$ across. For an axial pair the rotating field is always across $\mathbf r$, so
\begin{equation}
\frac{U_{\rm rot}}{U_\parallel}=-\frac12\,\frac{1-2Kx}{1+Kx}\simeq-\frac12(1-3Kx).
\end{equation}
For $K<0$ the magnitude exceeds $\tfrac12$. A solution with multipoles up to order 14, conductivities omitted, gives $-0.5004$ at $r=12a$ and $-0.5036$ at $6a$, approaching $-\tfrac12$ as it should.

At the example's $r=3a$ the axial ratio is $-0.54$ and the in-plane ratio is $-0.43$. The energies along and across $\mathbf r$ are 0.952 and 1.029 times their leading values. The in-plane rotating energy, in units of $C/r^3$, is therefore $\tfrac12(-2\times0.952+1.029)=-0.44$ instead of $-0.50$: the energy is about 12\% smaller in magnitude than the leading formula says. The attractive force depends on the slope of the energy and is weakened more, by over a quarter. Closer in, the leading formula fails even in sign. For this negative $K$ the in-plane attraction with all multipoles is about half its leading value at $r=2.6a$, vanishes near $r=2.2a$ and turns into a repulsion nearer contact. The energy minimum there is about $-4\,kT$, against $-7\,kT$ from the leading formula, so the dielectric force alone holds the pair at a small gap rather than in contact.

\subsection{The real suspension}

Across a 100 $\mu$m gap, 50 V/mm means 5 V. The estimated Joule heating, $\sigma_mE_0^2L^2/(8\kappa)$ with $L$ the gap and $\kappa=0.6$ W/(m\,K), is 5 mK. The wavelength in the liquid is 3.4 m, and the ionic screening length, about 37 nm, is well below the 500 nm between the surfaces. In one turn the relative drift is 0.0005 nm and the relative Brownian step along any one direction is at most about 0.4 nm (inertia makes it smaller), so the rotation is rapid by a wide margin.

One assumption that clearly fails is that the dipolar force alone governs the motion. The lagging dipole feels a mean torque $4\pi\varepsilon_ma^3\,{\rm Im}K\,E_0^2$. Balanced against the viscous torque $8\pi\eta a^3\Omega$, with $\eta=0.9$ mPa\,s, it makes each sphere spin at
\begin{equation}
\Omega=\frac{\varepsilon_m\,{\rm Im}K\,E_0^2}{2\eta}=63\ \text{rad/s}.
\end{equation}
The resulting flow at the neighbour is $\Omega a^3/r^2=3.5\ \mu$m/s, perpendicular to $\mathbf r$ for an in-plane pair. The approach speed of each sphere, from the leading dipolar force and isolated-sphere drag $6\pi\eta a$, is 2.7 $\mu$m/s; the weaker force at this distance makes it smaller. In this estimate the pair circles faster than it closes. The flow is tangential and $U_{\rm rot}$ does not depend on azimuth, so the in-plane attraction itself is unchanged.

Losses also give $P_r$ and $P_t$ slightly different phases. Their product then no longer averages to zero, and a tangential force appears. The dipole terms alone give 1.7\% of the radial force. Higher multipoles, left out of this estimate, are not negligible for it at $r=3a$, so only the order of magnitude, a few per cent, is meaningful. Brownian motion matters too: in the roughly 0.05 s that the leading force and isolated-sphere drag would need to bring the spheres into contact (a time scale only, since the full force reverses before contact), free diffusion gives a relative displacement of about 0.3 $\mu$m rms along any one direction. The path of a single pair is therefore noisy. Gravity, van der Waals forces, the effect of the neighbour on the drag and the double-layer repulsion of the charged surfaces are not included. The last is negligible at the 500 nm gap, but for a surface potential of 25 to 50 mV a rough estimate has it matching the leading attraction at a gap of about 0.25 to 0.3 $\mu$m. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
sphere radius a: 0.5 um
centre distance r: 1.5 um
field magnitude E0: 50 V/mm
frequency: 10 MHz
temperature: 298.15 K
relative permittivity, particle: 2.5
relative permittivity, liquid: 78
conductivity, particle: 4 mS/m
conductivity, liquid: 1 mS/m
viscosity: 0.9 mPa s
electrode gap: 100 um
heat conductivity of liquid: 0.6 W/(m K)
ion diffusion coefficient: 2e-09 m2/s
RESULTS
Re K: -0.4718
Im K: 0.06613
|K|^2: 0.227
dipole p0: 2.584e-23 C m
kT: 4.116e-21 J
energy scale C/r^3: 2.28e-20 J
energy scale C/r^3: 5.539 kT
axis pair, field along n: -11.08 kT
axis pair, rotating field: 5.539 kT
axis pair, rotating field: 2.28e-20 J
in-plane pair, field along n: 5.539 kT
in-plane pair, rotating field: -2.77 kT
in-plane pair, rotating field: -1.14e-20 J
angle of zero energy: 54.74 deg
K in a true dc field: 0.5
rotating / true dc energy: -0.454
TESTS
largest energy mismatch / (C/r^3): 2.2e-06
largest force mismatch / (C/r^4): 1.1e-05
path error, 10 turns / initial distance: 0.00252
path error, 100 turns / initial distance: 0.000254
two-sphere energy ratio at r = 12a: -0.50042
two-sphere energy ratio at r = 6a: -0.50364
NEGLECTED EFFECTS AT THE EXAMPLE'S DISTANCE
full/leading energy, field along r: 0.9524
full/leading energy, field across r: 1.029
full energy ratio, axis pair: -0.5401
full energy ratio, in-plane pair: -0.4258
tangential/radial force from losses: 1.7 %
dipolar drift speed per sphere, in plane: 2.69 um/s
particle spin rate: 63.4 rad/s
flow speed from neighbour's spin: 3.52 um/s
relative drift per turn: 0.00054 nm
relative Brownian step per turn: 0.44 nm
Joule heating of the gap: 5.2 mK
ionic screening length: 37 nm
wavelength in liquid: 3.4 m
\end{verbatim}
